**Fitted elemental reference energies: rank, leverage and deletion errors**

The program fits corrections δ to elemental energies by minimising |d − Xδ|², where X holds atomic fractions and d is the raw minus the reference formation enthalpy, in eV/atom. All energies are model parameters for five model elements. P is the projector on the column space of X, r is the residual, and h is the diagonal of P.

The program asserts that the eight-compound set has an exact null vector equal to the oxidation states, and that deletion errors from P agree with explicit refits. It also compares the full fit with direct minimisation from total energies, and the variance formulas with random sampling. For eleven compounds the root-mean-square error is 0.269 eV/atom uncorrected, 0.017 in the fit and 0.034 under single deletion. A valence-dependent energy shift leaves all residuals unchanged to rounding while moving every reference; once a peroxide-like compound is added, the shift does change the residuals.

## Check in Python

```python
"""Fitted elemental reference energies at fixed U as linear least squares.

Result under test: with atomic fractions X (compounds x elements) and
d = raw minus reference formation enthalpy, the corrections delta minimise
|d - X delta|^2. They are unique only if no charge vector q has X q = 0.
With P = X pinv(X) and r = (1-P)d, deleting a group S gives prediction errors
inv(1-P_SS) r_S, provided that the deletion does not lower the rank.
All energies are in eV/atom. Elements and energies are model parameters.
Residual = fitted minus reference enthalpy; h = diagonal of P (leverage).
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.optimize import minimize

elements = ["A", "B", "M", "X", "Y"]
charge = np.array([1.0, 2.0, 2.0, -2.0, -1.0])
mu_raw = np.array([-1.0, -2.0, -8.0, -5.0, -2.0])
# name, atoms of A B M X Y, raw enthalpy, reference enthalpy
data = [
    ("A2X", (2, 0, 0, 1, 0), -1.22, -1.40),
    ("AY", (1, 0, 0, 0, 1), -1.95, -2.10),
    ("BX", (0, 1, 0, 1, 0), -2.72, -3.00),
    ("BY2", (0, 1, 0, 0, 2), -2.61, -2.80),
    ("MX", (0, 0, 1, 1, 0), -1.05, -1.40),
    ("MY2", (0, 0, 1, 0, 2), -1.32, -1.60),
    ("ABY3", (1, 1, 0, 0, 3), -2.33, -2.50),
    ("BMX2", (0, 1, 1, 2, 0), -1.92, -2.25),
    ("M2X3", (0, 0, 2, 3, 0), -1.32, -1.70),
    ("MY3", (0, 0, 1, 0, 3), -1.45, -1.65),
    ("AMX2", (1, 0, 1, 2, 0), -1.53, -1.85),
]
names = [row[0] for row in data]
counts = np.array([row[1] for row in data])
H_raw = np.array([row[2] for row in data])
H_ref = np.array([row[3] for row in data])
X = counts / counts.sum(axis=1, keepdims=True)
d = H_raw - H_ref
E_total = H_raw + X @ mu_raw
m, n_el = X.shape
CUT = 1e-10


def fit(matrix, rhs):
    return np.linalg.lstsq(matrix, rhs, rcond=CUT)[0]


def projector(matrix):
    return matrix @ np.linalg.pinv(matrix, rcond=CUT)


def rank(matrix):
    return int(np.linalg.matrix_rank(matrix, tol=1e-10))


def rms(values):
    return float(np.sqrt(np.mean(np.asarray(values) ** 2)))


def vec(values):
    return " ".join(f"{v:+.4f}" for v in values)


def refit_errors(matrix, rhs, deleted):
    """Prediction errors from an actual fit without the deleted rows."""
    keep = np.setdiff1d(np.arange(len(rhs)), deleted)
    return rhs[deleted] - matrix[deleted] @ fit(matrix[keep], rhs[keep])


# --- Set without trivalent M: exact rank and null vector ---
X8, d8 = X[:8], d[:8]
exact = sp.Matrix(counts[:8].tolist())
null = exact.nullspace()
assert exact.rank() == n_el - 1 and len(null) == 1
null_vec = np.array([float(v) for v in null[0]])
assert np.allclose(null_vec / null_vec[0], charge / charge[0])
delta8 = fit(X8, d8)
# Second solution: minimum norm of the absolute reference energies.
mu_abs8 = fit(X8, E_total[:8] - H_ref[:8])
other8 = mu_abs8 - mu_raw
assert np.allclose(X8 @ delta8, X8 @ other8, atol=1e-10)
x_new = np.array([1, 0, 1, 0, 3]) / 5.0
H_new_raw = -1.70
new_pred = [H_new_raw - x_new @ s for s in (delta8, other8)]
tri_pred = [H_raw[8] - X[8] @ s for s in (delta8, other8)]
assert abs(new_pred[0] - new_pred[1]) < 1e-10
assert abs(tri_pred[0] - tri_pred[1]) > 0.01
P8 = projector(X8)
loo8 = (d8 - P8 @ d8) / (1 - np.diag(P8))
loo8_refit = [refit_errors(X8, d8, np.array([i]))[0] for i in range(8)]
assert np.allclose(loo8, loo8_refit, atol=1e-10)

# --- One trivalent compound: full rank but leverage one ---
X9, d9 = X[:9], d[:9]
delta9 = fit(X9, d9)
h9 = projector(X9)[8, 8]
r9 = d9[8] - X9[8] @ delta9
assert rank(X9) == n_el and abs(h9 - 1) < 1e-10 and abs(r9) < 1e-10
eps = 0.05
d9_err = d9.copy()
d9_err[8] += eps
move9 = fit(X9, d9_err) - delta9
assert np.allclose(move9, eps * charge / (X[8] @ charge), atol=1e-10)

# --- Full set: fit, checked by direct minimisation from total energies ---
delta = fit(X, d)


def cost(mu):
    total = 0.0
    for i in range(m):
        enthalpy = E_total[i] - sum(X[i, a] * mu[a] for a in range(n_el))
        total += (enthalpy - H_ref[i]) ** 2
    return total


direct = minimize(cost, mu_raw, method="BFGS", options={"gtol": 1e-8})
# Finite-difference gradients limit the accuracy of the direct search.
assert np.allclose(direct.x, mu_raw + delta, atol=1e-4)
P = projector(X)
h = np.diag(P)
r = d - X @ delta
loo = r / (1 - h)
loo_refit = [refit_errors(X, d, np.array([i]))[0] for i in range(m)]
assert np.allclose(loo, loo_refit, atol=1e-10)
assert rank(X) == n_el and abs(h.sum() - rank(X)) < 1e-10

# --- Group deletion ---
pair = np.array([8, 9])
pair_err = np.linalg.solve(np.eye(2) - P[np.ix_(pair, pair)], r[pair])
assert np.allclose(pair_err, refit_errors(X, d, pair), atol=1e-10)
trio = np.array([8, 9, 10])
trio_eig = np.linalg.eigvalsh(P[np.ix_(trio, trio)])
unit_count = int(np.sum(np.abs(trio_eig - 1) < 1e-9))
assert unit_count == rank(X) - rank(X8) == 1

# --- Conditioning and error propagation ---
_, sing, Vt = np.linalg.svd(X, full_matrices=False)
bound = np.linalg.norm(X @ charge) / np.linalg.norm(charge)
overlap = abs(Vt[-1] @ charge) / np.linalg.norm(charge)
assert sing[-1] <= bound + 1e-12
s = np.sqrt(r @ r / (m - rank(X)))
unit_se = np.sqrt(np.diag(np.linalg.inv(X.T @ X)))
rng = np.random.default_rng(7)
sigma = 0.02
noise = rng.normal(0, sigma, (20000, m))
sample_delta = fit(X, noise.T).T
sample_r = noise - sample_delta @ X.T
# Sampling errors are below one percent for this number of draws.
assert np.allclose(sample_delta.std(axis=0), sigma * unit_se, rtol=0.03)
mean_rss = np.mean(np.sum(sample_r ** 2, axis=1))
assert np.isclose(mean_rss, sigma ** 2 * (m - n_el), rtol=0.03)
sample_loo = np.empty_like(noise)
for i in range(m):
    keep = np.arange(m) != i
    c = fit(X[keep], noise[:, keep].T)
    sample_loo[:, i] = noise[:, i] - X[i] @ c
expected_loo = sigma ** 2 * np.mean(1 / (1 - h))
assert np.isclose(np.mean(sample_loo ** 2), expected_loo, rtol=0.03)

# --- Energy shifts that the references absorb ---
g = 0.10
uniform = g * X[:, 2]
delta_u = fit(X, d + uniform)
assert np.allclose(delta_u - delta, [0, 0, g, 0, 0], atol=1e-10)
valence_shift = np.zeros(m)
valence_shift[8:] = g * X[8:, 2]
delta_v = fit(X, d + valence_shift)
r_v = d + valence_shift - X @ delta_v
loo_v = [refit_errors(X, d + valence_shift, np.array([i]))[0]
         for i in range(m)]
assert np.allclose(r_v, r, atol=1e-10)
assert np.allclose(loo_v, loo, atol=1e-10)
assert np.allclose(delta_v - delta, -g * charge, atol=1e-10)
x_alloy = np.array([0, 0.5, 0.5, 0, 0])
alloy_change = -x_alloy @ (delta_v - delta)
# A shift confined to one compound is not absorbed.
single = np.zeros(m)
single[4] = g * X[4, 2]
r_single = d + single - X @ fit(X, d + single)
assert np.linalg.norm(r_single - r) > 1e-3
# Peroxide-like A2X2 contains no M, so its energy is not shifted.
x_per = np.array([0.5, 0, 0, 0.5, 0])
X12 = np.vstack([X, x_per])
shift12 = np.append(valence_shift, 0.0)
exposed = shift12 - X12 @ fit(X12, shift12)
h_per = projector(X12)[-1, -1]
exposed_formula = g * abs(x_per @ charge) * np.sqrt(1 - h_per)
assert np.isclose(np.linalg.norm(exposed), exposed_formula, atol=1e-10)
assert exposed_formula > 1e-3

# --- Output ---
to_kj = constants.e * constants.N_A / 1000
print("Energies in eV/atom unless stated; element order A B M X Y")
print("Charges q (e):", " ".join(f"{v:+.0f}" for v in charge))
print("Raw elemental energies:", vec(mu_raw))
print("Columns: raw, ref, d, fitted, residual, h (no unit), LOO error")
for i in range(m):
    print(f"{names[i]:5s} {H_raw[i]:.2f} {H_ref[i]:.2f} {d[i]:.2f} "
          f"{H_raw[i] - X[i] @ delta:.4f} {r[i]:+.4f} "
          f"{h[i]:.4f} {loo[i]:+.4f}")
print("Ranks for 8, 9, 11 compounds:", rank(X8), rank(X9), rank(X))
print("8 compounds, smallest corrections:", vec(delta8))
print("8 compounds, smallest absolute energies, as corrections:",
      vec(other8))
print(f"New AMY3 raw enthalpy: {H_new_raw:.4f}")
print("AMY3 predicted by the two solutions:", vec(new_pred))
print("M2X3 predicted by the two solutions:", vec(tri_pred))
print(f"8 compounds, LOO RMS: {rms(loo8):.4f}")
print("9 compounds, corrections:", vec(delta9))
print(f"9 compounds, M2X3 leverage (no unit): {h9:.4f}")
print(f"9 compounds, M2X3 datum error: {eps:.4f}")
print("Resulting change of corrections:", vec(move9))
print("11 compounds, corrections:", vec(delta))
print("11 compounds, fitted references:", vec(mu_raw + delta))
print("Standard errors of corrections:", vec(s * unit_se))
print(f"Residual standard deviation s: {s:.4f}")
print("Singular values (no unit):", " ".join(f"{v:.4f}" for v in sing))
print(f"Bound on smallest singular value (no unit): {bound:.4f}")
print(f"Overlap of weakest direction with q (no unit): {overlap:.4f}")
print(f"RMS error, uncorrected: {rms(d):.4f}")
print(f"RMS error, fit: {rms(r):.4f} = {rms(r) * to_kj:.2f} kJ/mol atoms")
print(f"RMS error, LOO: {rms(loo):.4f} = "
      f"{rms(loo) * to_kj:.2f} kJ/mol atoms")
print("M2X3 and MY3 both deleted, errors:", vec(pair_err))
print("Eigenvalues of P for all three trivalent (no unit):",
      " ".join(f"{v:.4f}" for v in trio_eig))
print(f"Trivalent shift g (eV per M atom): {g:.4f}")
print("Change of corrections by g:", vec(delta_v - delta))
print(f"Largest change of a residual by g: {np.max(abs(r_v - r)):.1e}")
print(f"Change of predicted BM alloy enthalpy: {alloy_change:+.4f}")
print(f"A2X2 leverage when added (no unit): {h_per:.4f}")
print(f"Norm of residual change with A2X2: {np.linalg.norm(exposed):.4f}")
print("PASS")
```

Running it gives:

```
Energies in eV/atom unless stated; element order A B M X Y
Charges q (e): +1 +2 +2 -2 -1
Raw elemental energies: -1.0000 -2.0000 -8.0000 -5.0000 -2.0000
Columns: raw, ref, d, fitted, residual, h (no unit), LOO error
A2X   -1.22 -1.40 0.18 -1.4108 -0.0108 0.6145 -0.0281
AY    -1.95 -2.10 0.15 -2.0937 +0.0063 0.3835 +0.0102
BX    -2.72 -3.00 0.28 -3.0020 -0.0020 0.6227 -0.0053
BY2   -2.61 -2.80 0.19 -2.7988 +0.0012 0.3818 +0.0020
MX    -1.05 -1.40 0.35 -1.4222 -0.0222 0.6330 -0.0605
MY2   -1.32 -1.60 0.28 -1.5689 +0.0311 0.4512 +0.0567
ABY3  -2.33 -2.50 0.17 -2.5007 -0.0007 0.2342 -0.0010
BMX2  -1.92 -2.25 0.33 -2.2471 +0.0029 0.2964 +0.0041
M2X3  -1.32 -1.70 0.38 -1.6904 +0.0096 0.6064 +0.0245
MY3   -1.45 -1.65 0.20 -1.6823 -0.0323 0.4696 -0.0610
AMX2  -1.53 -1.85 0.32 -1.8331 +0.0169 0.3067 +0.0244
Ranks for 8, 9, 11 compounds: 4 5 5
8 compounds, smallest corrections: +0.0681 +0.1474 +0.3327 +0.4005 +0.2273
8 compounds, smallest absolute energies, as corrections: +0.7109 +1.4331 +1.6184 -0.8853 -0.4155
New AMY3 raw enthalpy: -1.7000
AMY3 predicted by the two solutions: -1.9166 -1.9166
M2X3 predicted by the two solutions: -1.6933 -1.4362
8 compounds, LOO RMS: 0.0244
9 compounds, corrections: +0.0514 +0.1141 +0.2994 +0.4337 +0.2440
9 compounds, M2X3 leverage (no unit): 1.0000
9 compounds, M2X3 datum error: 0.0500
Resulting change of corrections: -0.1250 -0.2500 -0.2500 +0.2500 +0.1250
11 compounds, corrections: +0.1047 +0.2009 +0.3813 +0.3631 +0.1827
11 compounds, fitted references: -0.8953 -1.7991 -7.6187 -4.6369 -1.8173
Standard errors of corrections: +0.0635 +0.1125 +0.1355 +0.1106 +0.0575
Residual standard deviation s: 0.0226
Singular values (no unit): 1.5811 1.3440 0.8473 0.6833 0.1027
Bound on smallest singular value (no unit): 0.1427
Overlap of weakest direction with q (no unit): 0.9958
RMS error, uncorrected: 0.2688
RMS error, fit: 0.0167 = 1.61 kJ/mol atoms
RMS error, LOO: 0.0340 = 3.28 kJ/mol atoms
M2X3 and MY3 both deleted, errors: -0.0247 -0.0733
Eigenvalues of P for all three trivalent (no unit): 0.0511 0.3316 1.0000
Trivalent shift g (eV per M atom): 0.1000
Change of corrections by g: -0.1000 -0.2000 -0.2000 +0.2000 +0.1000
Largest change of a residual by g: 1.1e-16
Change of predicted BM alloy enthalpy: +0.2000
A2X2 leverage when added (no unit): 0.6317
Norm of residual change with A2X2: 0.0303
PASS
```
